\section*{Mean switching rate and mean lifetime for Gaussian retention barriers}

\section{Two averages that are not inverses}

\textbf{Q.} A ferroelectric hafnia capacitor holds its bit in many small grains, and each grain loses its written polarization at its own rate. If I know the mean rate, I take its inverse as the mean lifetime. What could be wrong with that?

\textbf{A.} For a single grain nothing is wrong: its rate is $r=1/\tau$, where $\tau$ is its lifetime. For a population the inverse of an average is not the average of the inverse. Let $\langle\cdot\rangle$ be an average that counts every grain once, over the grains written at time zero. Since $\sqrt{r}\sqrt{\tau}=1$ for each grain, the Cauchy--Schwarz inequality gives
\begin{equation}
1=\langle\sqrt r\,\sqrt\tau\rangle^2\le\langle r\rangle\langle\tau\rangle .
\end{equation}
Equality needs $\sqrt r$ proportional to $\sqrt\tau$, hence $\tau^2$ the same for all grains. Any spread of lifetimes makes the product larger than one, so $1/\langle r\rangle$ underestimates the mean lifetime.

\textbf{Q.} An inequality does not tell me by how much. What must be assumed to get a number?

\textbf{A.} A law for the lifetime and a distribution. Let each grain switch independently over a barrier $E$ that stays fixed in time, with the Arrhenius lifetime
\begin{equation}
\tau(E)=\tau_0\,e^{E/kT}.
\end{equation}
Here $k$ is Boltzmann's constant, $T$ the temperature and $\tau_0$ an attempt time common to all grains. Let $E$ have a Gaussian density with mean $m$ and standard deviation $s$. Write
\begin{equation}
E=m+sz,\qquad a=\frac{s}{kT},\qquad \tau_m=\tau_0e^{m/kT},
\end{equation}
where $z$ is a standard normal variable. Then
\begin{equation}
\tau=\tau_m e^{az},\qquad r=\frac{1}{\tau_m}e^{-az}.
\end{equation}
Half the grains have $z<0$, so $\tau_m$ is the median lifetime. It is not the time at which half the grains have switched, which comes earlier because each grain switches at a random time; in the example below it is about 1550 years against $\tau_m\approx2650$ years.

\section{The product}

\textbf{Q.} Please do the integrals openly. I want to see why the two exponentials do not cancel.

\textbf{A.} Both averages need the same integral, with one sign or the other:
\begin{equation}
\langle e^{\pm az}\rangle=\frac{1}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-z^2/2\pm az}\,dz .
\end{equation}
Expanding $(z\mp a)^2=z^2\mp2az+a^2$ and multiplying by $-\tfrac12$ shows that
\begin{equation}
-\frac{z^2}{2}\pm az=-\frac{(z\mp a)^2}{2}+\frac{a^2}{2}.
\end{equation}
The shifted Gaussian still integrates to $\sqrt{2\pi}$, which leaves $\langle e^{\pm az}\rangle=e^{a^2/2}$ for both signs. Therefore
\begin{equation}
\langle\tau\rangle=\tau_me^{a^2/2},\qquad
\langle r\rangle=\frac{1}{\tau_m}e^{a^2/2},
\end{equation}
and, on multiplying,
\begin{equation}
\boxed{\langle r\rangle\langle\tau\rangle=e^{a^2}
=\exp\!\left[\frac{s^2}{(kT)^2}\right].}
\label{eq:law}
\end{equation}
The sign of $a$ disappears when it is squared. Spread raises the mean lifetime through the high barriers and the mean rate through the low ones, by the same factor.

\textbf{Q.} Is there a way to see why the mean barrier drops out, without completing squares?

\textbf{A.} Draw two grains, 1 and 2, independently. The product of two averages is the average over such pairs:
\begin{equation}
\langle r\rangle\langle\tau\rangle=\langle r_1\tau_2\rangle
=\left\langle e^{(E_2-E_1)/kT}\right\rangle .
\end{equation}
Only a difference of barriers remains, so $m$ and $\tau_0$ cancel. The difference is Gaussian with mean zero and variance $2s^2$. A Gaussian variable $x$ of mean zero and variance $V$ has $\langle e^x\rangle=e^{V/2}$, by the integral above. With $V=2s^2/(kT)^2$ this is again \eqref{eq:law}.

\textbf{Q.} And the limits?

\textbf{A.} As $s\to0$ the product tends to one, as it must for a single lifetime. At fixed $s$ it grows on cooling, because its logarithm varies as $1/T^2$. It also tends formally to one for $kT\gg s$, but the Arrhenius law itself requires $kT$ to stay well below the barriers.

\section{What a retention curve shows}

\textbf{Q.} Nobody measures the rate of one grain. Does the product appear in a retention experiment?

\textbf{A.} In principle, yes. A grain with constant rate $r$ is still unswitched at time $t$ with probability $e^{-rt}$, so the unswitched fraction of a large population is
\begin{equation}
S(t)=\langle e^{-t/\tau}\rangle .
\end{equation}
Differentiating at $t=0$, and integrating over time before averaging, which is allowed because the integrand is positive, gives
\begin{equation}
-S'(0)=\langle r\rangle,\qquad
\int_0^\infty S\,dt=\left\langle\int_0^\infty e^{-t/\tau}dt\right\rangle=\langle\tau\rangle .
\end{equation}
The product is the initial slope times the total area under the curve.

If switched grains do not return, all grains have the same area, and both states have polarization of equal size, a fraction $S$ contributes $+P_0$ and a fraction $1-S$ contributes $-P_0$. The remaining polarization is then $P/P_0=2S-1$. Imprint, an internal field favouring one state, supplies the one-way character when the written state is the unfavoured one.

\textbf{Q.} Put numbers in. Otherwise I cannot tell whether the correction matters.

\textbf{A.} Take $m=1.70$ eV, $s=0.08$ eV, $\tau_0=10^{-13}$ s and a temperature of 85\,$^\circ$C, where $kT=0.03086$ eV. The barrier is meant in the presence of the mean imprint field. Then
\begin{equation}
a=\frac{0.08}{0.03086}=2.59,\qquad a^2=6.72,\qquad e^{a^2/2}=28.8 .
\end{equation}
The median lifetime is $10^{-13}\,e^{1.70/0.03086}\approx8.4\times10^{10}$ s, or about 2650 years. Hence
\begin{align}
\langle r\rangle&=\frac{28.8}{2650}\approx0.0109\ \text{per year},\\
\langle\tau\rangle&=28.8\times2650\approx7.6\times10^4\ \text{years}.
\end{align}
Their product is 828. The inverse of the mean rate is 92 years, too short as a mean lifetime by that same factor.

Two numerical routes agree with this. Direct integration over the barrier density gives 827.98, equal to $e^{a^2}$ to the digits shown. The initial slope and the area of a computed curve $S(t)$ give 827.97. With $m$ and $s$ held fixed, the product is about 16\,200 at 25\,$^\circ$C and 230 at 125\,$^\circ$C.

\textbf{Q.} A mean lifetime of 76\,000 years sounds like a perfect memory.

\textbf{A.} It is a poor guide to the first ten years. In this model $S=0.956$ after ten years, so 4.4\% of the grains have switched and $P/P_0=0.91$. The loss comes from the low-barrier tail, while the mean lifetime is set by the high one.

The mean rate misleads in the other direction. Extended as a straight line it predicts a switched fraction of 0.109 after ten years, about two and a half times the model's own 0.044. The reason is that
\begin{equation}
S''(t)=\langle r^2e^{-rt}\rangle>0 .
\end{equation}
The curve bends upwards as the fast grains are used up, and so lies above its initial tangent.

\textbf{Q.} Then can I really measure slope times area?

\textbf{A.} Not at this temperature in ten years. That window contains only $1.3\times10^{-4}$ of the total area. The slope is awkward too: after one day the switched fraction is $3\times10^{-5}$, and waiting 30 days for a larger signal gives an average slope 9\% below the initial one.

If both quantities could be had, and the barriers were Gaussian, the spread would follow from
\begin{equation}
s=kT\sqrt{\ln(\langle r\rangle\langle\tau\rangle)} .
\end{equation}
The logarithm is forgiving. A product wrong by a factor of two changes $a^2=6.72$ by $\ln2=0.69$, and hence $s$ by about 5\%.

\section{How far the law trusts the tails}

\textbf{Q.} Which grains carry these two averages? I suspect grains that hardly exist.

\textbf{A.} The integrands are proportional to $e^{-z^2/2\pm az}$ and peak at $z=\pm a$. In energy,
\begin{equation}
E_\tau=m+\frac{s^2}{kT},\qquad E_r=m-\frac{s^2}{kT}.
\end{equation}
For the example the shift is $0.08^2/0.03086=0.207$ eV. The mean rate is dominated by barriers near 1.493 eV, with lifetimes near $\tau_me^{-a^2}=3.2$ years. The mean lifetime is dominated by barriers near 1.907 eV, with lifetimes near $\tau_me^{a^2}=2.2\times10^6$ years. Both groups sit 2.59 standard deviations from the centre.

\textbf{Q.} A Gaussian also contains negative barriers, which are nonsense. Do they spoil the result?

\textbf{A.} Not here. Weighted by the rate, the density is a Gaussian of width $s$ centred at $E_r$, so the negative-barrier share of the mean rate is $\Phi(-E_r/s)$, where $\Phi$ is the normal cumulative distribution. It is about $5\times10^{-78}$. The danger lies much closer to the centre.

Suppose the barriers end at $m\pm cs$ and the density is renormalized. The same completed square gives
\begin{equation}
\langle e^{\pm az}\rangle_c=e^{a^2/2}\,
\frac{\Phi(c-a)-\Phi(-c-a)}{2\Phi(c)-1}.
\end{equation}
The two signs agree because the cut is symmetric, so the product acquires the square of the fraction. With $c=3$ it falls to 0.44 of the Gaussian law, with $c=4$ to 0.85. A cut at three standard deviations removes only 0.27\% of the grains, yet more than half of the product.

\textbf{Q.} What if the distribution is lopsided?

\textbf{A.} Define the cumulants $\kappa_n$ of the barrier by
\begin{equation}
\ln\langle e^{\beta(E-m)}\rangle=\sum_{n\ge2}\frac{\kappa_n\beta^n}{n!},
\qquad \beta=\frac1{kT},
\end{equation}
where the series converges. The mean rate needs the same function at $-\beta$. On adding the two logarithms, odd powers cancel and even powers double:
\begin{equation}
\ln(\langle r\rangle\langle\tau\rangle)=\frac{\kappa_2}{(kT)^2}
+\frac{\kappa_4}{12(kT)^4}+\cdots .
\label{eq:cumulants}
\end{equation}
The third cumulant, the usual measure of skewness, does not enter. The fourth does, and at low temperature it is magnified. An excess kurtosis $\kappa_4/s^4=0.2$ would multiply the example's product by $e^{0.2a^4/12}=2.1$, if the higher cumulants are left out. They need not be small. At the same variance and kurtosis a gamma distribution gives 2.4, a mixture with 2\% of the grains in a Gaussian about 1.7 times wider gives about 90, and power-law tails make the product diverge.

\textbf{Q.} Show me one lopsided case that can be solved without a series.

\textbf{A.} Take a gamma distribution with shape $q$ and scale $\theta kT$. Its exponential averages are
\begin{equation}
\langle e^{\pm E/kT}\rangle=(1\mp\theta)^{-q},
\end{equation}
and therefore
\begin{equation}
\ln(\langle r\rangle\langle\tau\rangle)=-q\ln(1-\theta^2)
=q\theta^2+\frac{q\theta^4}{2}+\cdots .
\end{equation}
This matches \eqref{eq:cumulants}, since $\kappa_2=q\theta^2(kT)^2$ and $\kappa_4=6q\theta^4(kT)^4$. For $q=25$ and $\theta=0.1$, numerical integration gives 0.251258. The variance alone gives 0.250000, and the fourth cumulant raises that to 0.251250. These parameters test the mathematics; such low barriers do not describe a memory.

The case also shows a complete failure. For $\theta\ge1$ the high-barrier tail falls too slowly and the mean lifetime diverges, so the product is infinite although the variance is finite. Both means diverge if $\ln\tau$ has a Lorentzian density, a form often fitted to measured switching kinetics of ferroelectric films. The product is then set by where the tails end: with the same full width at half maximum as in the example, it is 0.13, 4 and about $10^4$ times the Gaussian law for cuts at $m\pm2s$, $m\pm3s$ and $m\pm5s$.

\section{Imprint and other sources of spread}

\textbf{Q.} Imprint shifts barriers. Should it not change the product?

\textbf{A.} A uniform, constant shift does not. Let switching start with a nucleus of volume $v$ in which the polarization turns from $P$ to $-P$. A field $F$ favouring the new state lowers the energy of that nucleus by $2PvF$. I take $v$ as fixed, which makes the barrier linear in the field. With $P=20\ \mu$C/cm$^2$ and $v=1$ nm$^3$, the lowering is 0.25 eV per MV/cm. This coupling is a free choice, not derived from the barrier: a classical spherical nucleus carrying 1.70 eV at 0.3 MV/cm would have a volume near 45 nm$^3$, and its barrier would change nonlinearly, by about 11 eV per MV/cm. The field factors below hold only for the weak coupling chosen here. I use this only for small changes of field during storage, not for writing: extended to an added 3 MV/cm at 25\,$^\circ$C, it would give a median lifetime of about 20 minutes, far longer than a real write pulse.

An extra 0.1 MV/cm everywhere lowers every barrier by 0.025 eV. It multiplies the mean rate by $e^{0.025/0.03086}\approx2.25$ and the mean lifetime by 0.445, and the product stays at 828.

\textbf{Q.} But imprint builds up while the bit is stored.

\textbf{A.} Then slope and area no longer belong to the same set of rates. Imprint that builds up during storage tends to favour the stored state, so it weakens the field acting against that state. Suppose this field drops by 0.1 MV/cm in every grain after the initial slope has been read, but early compared with the lifetimes that carry the area. Every barrier is then 0.025 eV higher from that time on. The slope keeps its old value, while the area is close to $2.25\langle\tau\rangle$. Slope times area then rises to about 2.25 times the law, although the spread of barriers has not changed.

\textbf{Q.} And if the imprint field differs from grain to grain?

\textbf{A.} That adds spread. If the local field is Gaussian with standard deviation $\sigma_F$ and independent of the other barrier variations, the variances add:
\begin{equation}
\langle r\rangle\langle\tau\rangle=
\exp\!\left[\frac{s^2+(2Pv\sigma_F)^2}{(kT)^2}\right].
\end{equation}
For $\sigma_F=0.1$ MV/cm the added standard deviation is 0.025 eV. It looks minor beside 0.08 eV, yet the product rises from 828 to 1590, a factor of 1.92.

\textbf{Q.} You also gave every grain the same attempt time.

\textbf{A.} If $\ln\tau_0$ varies too, and is jointly Gaussian with $E$, then $\ln\tau=\ln\tau_0+E/kT$ is Gaussian. The pair argument applied to $\ln\tau$ gives
\begin{equation}
\langle r\rangle\langle\tau\rangle=e^{\mathrm{Var}(\ln\tau)}
=e^{a^2+g^2+2\rho ag},
\end{equation}
where $g$ is the standard deviation of $\ln\tau_0$ and $\rho$ its correlation with $E$. Without correlation the product can only rise. With $g=0.5$ and $\rho=-0.5$ the exponent changes by $0.25-1.30=-1.05$, and the product drops to 0.35 of the law. If $\ln\tau$ is Gaussian, slope times area thus reveals its variance; reading that as a barrier variance also needs a common $\tau_0$, or separate knowledge of how $\tau_0$ varies.

Tunnelling matters less here. The leading Wigner correction, $1+(h\nu/kT)^2/24$ with the barrier frequency $\nu$ (not the angular frequency) set equal to $1/\tau_0$, raises each rate by 7.5\%. Being common to all grains in this estimate, it cancels.

\section{One small capacitor}

\textbf{Q.} A real cell has a finite number of grains. Does the law hold for each cell?

\textbf{A.} No. For $N$ independent grains, let $\bar r$ and $\bar\tau$ be the averages within one cell. Their product contains $N^2$ terms $r_i\tau_j$. The $N$ terms with $i=j$ equal one, and the other $N(N-1)$ have the mean $e^{a^2}$. Averaged over many cells,
\begin{equation}
\langle\bar r\,\bar\tau\rangle=\frac1N+\left(1-\frac1N\right)e^{a^2}.
\end{equation}

\textbf{Q.} With 25 grains that is 96\% of the law. Why worry?

\textbf{A.} Because the average over cells is carried by a few of them. From $\langle\tau^2\rangle=\tau_m^2e^{2a^2}$ and $\langle\tau\rangle^2=\tau_m^2e^{a^2}$, the relative standard deviation of $\bar\tau$ is
\begin{equation}
\frac{\Delta\bar\tau}{\langle\tau\rangle}=\sqrt{\frac{e^{a^2}-1}{N}} .
\end{equation}
With 10 nm grains, a square of side 50 nm holds 25 grains and this ratio is 5.8. In random sampling the median cell has a product of only about 0.2 of the law, and the central 90\% of cells run from about 0.03 to nearly 3. A square of side 1000 nm holds 10\,000 grains. The ratio is then 0.29, the median is 0.93 of the law, and the central 90\% run from 0.69 to 1.5. At fixed temperature and spread, the law describes a large capacitor or a pooled array, not a typical cell of 25 grains.

\section{Beside a real device}

\textbf{Q.} How much of this would you defend for an actual hafnia capacitor?

\textbf{A.} The polarization and grain size are rough typical values for thin hafnia-based films. The barrier, its spread, the attempt time, the nucleus volume and the fields are model choices, with the barrier placed so that most of the polarization survives ten years at 85\,$^\circ$C. One-way switching is reasonable for most grains: at a mean imprint field of 0.3 MV/cm, reversing a whole 10 nm cube changes its energy by about 75 eV, so thermal return is negligible. With a field spread of 0.1 MV/cm, about 0.1\% of the grains would feel a reversed field, and for them $P/P_0=2S-1$ fails. This holds while the mean field stays at 0.3 MV/cm; if imprint lowers it to 0.2 MV/cm during storage the share is about 2\%, and it grows further as imprint builds.

The assumption I trust least is that barriers stay fixed, and isolated, for millions of years. Suppose a second loss process with a common rate $\lambda$ acts on every grain. The slope becomes $\langle r\rangle+\lambda$, while the area $\langle1/(r+\lambda)\rangle$ cannot exceed $1/\lambda$. Hence
\begin{equation}
\text{slope}\times\text{area}\le1+\frac{\langle r\rangle}{\lambda}.
\end{equation}
If $1/\lambda$ were 1000 years, the bound would be $1+1000/92\approx12$, against 828 without that process. Yet it would switch only about 1\% of the grains in ten years. A slow process that is barely visible in the retention test can therefore remove most of the product. The numerical output lists the parameters of the main example.

\section*{Computed results}
\begin{verbatim}
mean barrier: 1.70 eV; spread: 0.08 eV
attempt time: 1.0e-13 s; temperature: 358.15 K
thermal energy kT: 0.03086 eV
a = s/kT: 2.5921; a^2: 6.7190
median lifetime: 8.354e+10 s = 2647 years
factor exp(a^2/2): 28.77
mean rate: 3.445e-10 1/s
inverse of mean rate: 92.0 years
mean lifetime: 2.404e+12 s = 7.617e+04 years
product from barrier quadrature: 827.98
exp(a^2): 827.98
product from slope and area of S(t): 827.97
product at 25 C: 16242; at 125 C: 229.7
barrier dominating mean rate: 1.493 eV
its lifetime: 3.20 years
barrier dominating mean lifetime: 1.907 eV
its lifetime: 2.19e+06 years
unswitched fraction S at 10 years: 0.9558
P/P0 = 2S-1 at 10 years: 0.9115
switched fraction at 10 years: 0.0442
initial slope times 10 years: 0.1087
share of total area seen in 10 years: 1.28e-04
switched fraction after 1 day: 2.95e-05
30-day average slope / initial slope: 0.910
negative-barrier share of mean rate: 5.4e-78
product / law, Gaussian cut at 3 s: 0.436
product / law, Gaussian cut at 4 s: 0.847
fourth-cumulant factor, excess kurtosis 0.2: 2.12
gamma test: ln product 0.251258
gamma test: k2 0.250000; k2+k4/12 0.251250 (kT units)
polarization: 20 uC/cm2; nucleus: 1 nm3
barrier lowering per field: 0.2497 eV per MV/cm
local field spread: 0.1 MV/cm = 0.0250 eV
product with field spread: 1593; / law: 1.92
uniform extra imprint field: 0.1 MV/cm
its factor on mean rate: 2.246
its factor on mean lifetime: 0.445
product after uniform shift: 827.98
ln(tau0) spread: 0.5; correlation with barrier: -0.5
product / law with this spread: 0.351
mean imprint field: 0.3 MV/cm; grain size: 10 nm
energy bias of a whole cubic grain: 74.9 eV
grains with local field reversed: 1.35e-03
Wigner tunnelling factor on every rate: 1.075
grains in 50 nm square: 25; in 1000 nm square: 10000
50 nm: relative sd of mean lifetime: 5.751
50 nm: expected product / law: 0.9600
50 nm: median product / law: 0.204
50 nm: 5 and 95 percent points: 0.0309, 2.823
1000 nm: relative sd of mean lifetime: 0.288
1000 nm: expected product / law: 0.9999
1000 nm: median product / law: 0.926
1000 nm: 5 and 95 percent points: 0.6858, 1.504
\end{verbatim}
